**Exact and sampled variances of stochastic trace estimators**

For a Hermitian matrix A and a random vector z with independent, identically distributed entries of mean 0 and E|z_i|² = 1, the estimator X = z†Az has mean tr A and variance (κ−1) Σ_i A_ii² + Σ_{i≠j} [|A_ij|² + |s|² Re(A_ij²)], where κ = E|z_i|⁴ and s = E z_i². For random signs and real symmetric A this is twice the sum of the squared off-diagonal entries. The program asserts the mean and variance on small matrices by exact enumeration or quadrature for signs, real Gaussians, phases and complex Gaussians, and for one further law with intermediate moments. It then asserts that sampled means and variances agree with the formulas, within five estimated standard errors, for the electron number and band energy of a half-filled 100-site tight-binding chain. The output shows number variances of 50, 100, 25 and 50 for the four laws in that order. A 1 % standard error of the electron number, relative to its value 50, costs 200 real matrix products with signs or phases and 400 with either Gaussian law. With a hopping phase of π/2, the sign variance of the electron number vanishes, while that of the band energy falls from 117.7 to 18.7 eV².

## Check in Python

```python
# Result under test: for X = z^dagger A z with A Hermitian and independent,
# identically distributed entries z_i (mean 0, E|z|^2 = 1),
#   E X = tr A,
#   Var X = (kappa-1) sum_i A_ii^2
#           + sum_{i != j} [ |A_ij|^2 + |s|^2 Re(A_ij^2) ],
# where kappa = E|z|^4 and s = E z^2. Special laws: random signs, real
# Gaussian, uniform complex phases, circular complex Gaussian.
# Small matrices: exact averages by enumeration or exact quadrature.
# Physical model: half-filled open tight-binding chain, hopping t,
# density matrix P, Hamiltonian H, hopping phase phi.
import numpy as np
from scipy.linalg import hadamard


def offdiag(A):
    return A - np.diag(np.diag(A))


def quadratic_form(A, Z):
    """z^dagger A z for every column z of Z."""
    return np.sum(Z.conj() * (A @ Z), axis=0).real


def exact_stats(A, law):
    """Mean and variance of X by summing over all vectors of a discrete law."""
    values, weights = law
    n = len(A)
    index = np.indices((len(values),) * n).reshape(n, -1)
    prob = np.prod(weights[index], axis=0)
    X = quadratic_form(A, values[index])
    mean = np.sum(prob * X)
    return mean, np.sum(prob * (X - mean) ** 2)


def general_variance(A, kappa, s):
    d, off = np.diag(A).real, offdiag(A)
    return ((kappa - 1) * np.sum(d**2) + np.sum(abs(off) ** 2)
            + abs(s) ** 2 * np.sum((off**2).real))


formula = {
    "signs": lambda A: 2 * np.sum(offdiag(A).real ** 2),
    "Gaussian": lambda A: 2 * np.sum(A.real ** 2),
    "phases": lambda A: np.sum(abs(offdiag(A)) ** 2),
    "complex Gaussian": lambda A: np.sum(abs(A) ** 2),
}


def roots_of_unity(K):
    return np.exp(2j * np.pi * np.arange(K) / K), np.full(K, 1 / K)


# Four Gauss-Hermite nodes integrate polynomials up to degree 7 exactly;
# X^2 has degree 4 per variable. Five equally spaced angles are exact for
# uniform phases, because X^2 holds angular harmonics only up to order 2.
gx, gw = np.polynomial.hermite_e.hermegauss(4)
gw = gw / gw.sum()
plane_weights = np.outer(gw, gw).ravel()


def gaussian_plane(var_re, var_im):
    values = np.sqrt(var_re) * gx[:, None] + 1j * np.sqrt(var_im) * gx[None, :]
    return values.ravel(), plane_weights


laws = {
    "signs": (np.array([1.0, -1.0]), np.array([0.5, 0.5])),
    "Gaussian": (gx, gw),
    "phases": roots_of_unity(5),
    "complex Gaussian": gaussian_plane(0.5, 0.5),
}

A2 = np.array([[2.0, 1.0], [1.0, 3.0]])
S4 = np.array([[2, 1, 0, -1], [1, 3, 2, 0], [0, 2, 1, 1], [-1, 0, 1, 4.0]])
K4 = np.array([[0, 2, -1, 0], [-2, 0, 1, 1], [1, -1, 0, 3], [0, -1, -3, 0.0]])
C4 = S4 + 1j * K4

print("Exact averages, no sampling (dimensionless)")
print("A2 =", A2.tolist())
print("S4 =", S4.astype(int).tolist())
print("K4 =", K4.astype(int).tolist())
for name, law in laws.items():
    results = []
    for A in (A2, S4, C4):
        mean, var = exact_stats(A, law)
        assert abs(mean - np.trace(A).real) < 1e-9
        assert abs(var - formula[name](A)) < 1e-8
        results.append((mean, var))
    print(f"{name}: mean A2 {results[0][0]:.4f}; variance A2 "
          f"{results[0][1]:.4f}, S4 {results[1][1]:.4f}, "
          f"S4+iK4 {results[2][1]:.4f}")

# A law with intermediate moments tests the general formula.
skew = gaussian_plane(0.8, 0.2)
kappa = np.sum(skew[1] * abs(skew[0]) ** 4)
s_moment = np.sum(skew[1] * skew[0] ** 2)
skew_mean, skew_var = exact_stats(C4, skew)
assert abs(skew_mean - np.trace(C4).real) < 1e-9
assert abs(skew_var - general_variance(C4, kappa, s_moment)) < 1e-8
print(f"unequal Gaussian parts (variances 0.8, 0.2): kappa {kappa:.4f}, "
      f"s {s_moment.real:.4f}, variance S4+iK4 {skew_var:.4f}")

# Roots of unity of order 3 and 4 act like uniform phases.
for K in (3, 4):
    var_K = exact_stats(C4, roots_of_unity(K))[1]
    assert abs(var_K - formula["phases"](C4)) < 1e-9
    print(f"roots of unity, order {K}: variance S4+iK4 {var_K:.4f}")

# Real nonsymmetric matrix: only the symmetric part S4 matters.
var_nonsym = exact_stats(S4 + K4, laws["signs"])[1]
naive = 2 * np.sum(offdiag(S4 + K4) ** 2)
assert abs(var_nonsym - formula["signs"](S4)) < 1e-9
assert abs(var_nonsym - naive) > 1
print(f"nonsymmetric S4+K4, signs: variance {var_nonsym:.4f}, "
      f"unsymmetrized formula {naive:.4f}")

# Uncorrelated but dependent signs: unbiased, with another variance.
X_had = quadratic_form(S4, hadamard(4).astype(float))
assert abs(X_had.mean() - np.trace(S4)) < 1e-12
assert abs(X_had.var() - formula["signs"](S4)) > 1
print("Hadamard columns on S4: values", X_had.tolist())
print(f"Hadamard columns: mean {X_had.mean():.4f}, variance {X_had.var():.4f}")

# Gauge change: the phase law keeps its variance.
D4 = np.diag(np.exp(1j * np.array([0.3, 1.1, -0.7, 2.0])))
assert abs(exact_stats(D4 @ C4 @ D4.conj().T, laws["phases"])[1]
           - exact_stats(C4, laws["phases"])[1]) < 1e-9


def chain(N, t, phi):
    """Hamiltonian and zero-temperature density matrix at half filling."""
    H = np.zeros((N, N), complex)
    j = np.arange(N - 1)
    H[j + 1, j] = -t * np.exp(1j * phi)
    H[j, j + 1] = -t * np.exp(-1j * phi)
    orbitals = np.linalg.eigh(H)[1][:, : N // 2]
    return H, orbitals @ orbitals.conj().T


N, t = 100, 1.0
H, P = (M.real for M in chain(N, t, 0.0))
PH = P @ H
number, energy = np.trace(P), np.trace(PH)
diag_sum, off_sum = np.sum(np.diag(P) ** 2), np.sum(offdiag(P) ** 2)
site = np.arange(N)
distance = site[:, None] - site[None, :]
even_distance = distance % 2 == 0
assert np.allclose(np.diag(P), 0.5)
assert np.allclose(offdiag(P)[even_distance], 0, atol=1e-10)
# The odd-distance part of PH is the nearest-neighbour matrix H/2.
assert np.allclose(PH[~even_distance], H[~even_distance] / 2, atol=1e-10)
assert abs(diag_sum + off_sum - N / 2) < 1e-9
assert abs(np.sum(PH**2) - (N - 1) * t**2) < 1e-8
print(f"Chain: N = {N} sites, t = {t:.1f} eV, spinless, half filled")
print(f"electron number tr P = {number:.4f}")
print(f"band energy tr PH = {energy:.4f} eV")
print(f"sum of squared entries of P: diagonal {diag_sum:.4f}, "
      f"off-diagonal {off_sum:.4f}")
print(f"sum of squared entries of PH: diagonal "
      f"{np.sum(np.diag(PH)**2):.4f} eV^2, off-diagonal "
      f"{np.sum(offdiag(PH)**2):.4f} eV^2")
print(f"  off-diagonal part: odd distance "
      f"{np.sum(PH[~even_distance]**2):.4f} eV^2, even distance "
      f"{np.sum(offdiag(PH)[even_distance]**2):.4f} eV^2")

rng = np.random.default_rng(12345)
samples, batch = 20000, 20
shape = (N, samples)


def draw(name):
    if name == "signs":
        return rng.choice([-1.0, 1.0], size=shape)
    if name == "Gaussian":
        return rng.standard_normal(shape)
    if name == "phases":
        return np.exp(2j * np.pi * rng.random(shape))
    return (rng.standard_normal(shape)
            + 1j * rng.standard_normal(shape)) / np.sqrt(2)


def check_sample(X, trace, variance):
    """Sample mean and variance must agree within five standard errors."""
    dev = X - X.mean()
    v = X.var(ddof=1)
    error_v = np.sqrt((np.mean(dev**4) - v**2) / len(X))
    assert abs(X.mean() - trace) < 5 * np.sqrt(v / len(X))
    assert abs(v - variance) < 5 * error_v
    return v


expected_number_variance = {"signs": N / 2, "Gaussian": N,
                            "phases": N / 4, "complex Gaussian": N / 2}
print(f"Sampling: {samples} vectors per law, batches of {batch}")
products = {}
for name in laws:
    Z = draw(name)
    var_n, var_e = formula[name](P), formula[name](PH)
    assert abs(var_n - expected_number_variance[name]) < 1e-8
    X_n, X_e = quadratic_form(P, Z), quadratic_form(PH, Z)
    sampled_n = check_sample(X_n, number, var_n)
    sampled_e = check_sample(X_e, energy, var_e)
    batch_var = X_n.reshape(-1, batch).mean(axis=1).var(ddof=1)
    n_batches = samples // batch
    # Five standard errors of a variance from nearly normal batch means.
    assert abs(batch_var * batch / var_n - 1) < 5 * np.sqrt(2 / (n_batches - 1))
    vectors = var_n / (0.01 * number) ** 2
    products[name] = vectors * (2 if np.iscomplexobj(Z) else 1)
    print(f"{name}: number variance {var_n:.4f}, sampled {sampled_n:.3f}, "
          f"sampled mean {X_n.mean():.3f}")
    print(f"  energy variance {var_e:.4f} eV^2, sampled {sampled_e:.3f} eV^2")
    print(f"  batch-mean variance {batch_var:.3f}, predicted "
          f"{var_n / batch:.3f}")
    print(f"  1 % error in number: {vectors:.1f} vectors, "
          f"{products[name]:.1f} real products")
    if name == "phases":
        split = quadratic_form(P, Z.real) + quadratic_form(P, Z.imag)
        assert np.allclose(split, X_n)
assert abs(products["signs"] - products["phases"]) < 1e-6

print("Hopping phase phi: number and energy variance")
phase_variance = formula["phases"](P)
for label, phi in (("0", 0.0), ("pi/4", np.pi / 4), ("pi/2", np.pi / 2)):
    H_phi, P_phi = chain(N, t, phi)
    PH_phi = P_phi @ H_phi
    assert np.allclose(P_phi, P * np.exp(1j * phi * distance))
    v_sign, v_phase = formula["signs"](P_phi), formula["phases"](P_phi)
    v_energy = formula["signs"](PH_phi)
    real_weight = np.cos(phi * distance) ** 2
    assert abs(np.trace(PH_phi).real - energy) < 1e-8
    assert abs(v_phase - phase_variance) < 1e-8
    assert abs(v_sign - 2 * np.sum(offdiag(P) ** 2 * real_weight)) < 1e-8
    assert abs(v_energy - 2 * np.sum(offdiag(PH) ** 2 * real_weight)) < 1e-8
    print(f"phi = {label}: signs {v_sign:.4f}, phases {v_phase:.4f}; "
          f"energy, signs {v_energy:.4f} eV^2")

# The matrices of the last pass belong to phi = pi/2.
sign_vectors = rng.choice([-1.0, 1.0], size=(N, 5000))
X_exact = quadratic_form(P_phi, sign_vectors)
assert np.max(abs(X_exact - number)) < 1e-9
sampled_energy = check_sample(quadratic_form(PH_phi, sign_vectors),
                              energy, v_energy)
energy_drop = formula["signs"](PH) - v_energy
assert abs(energy_drop - (N - 1) * t**2) < 1e-8
print(f"phi = pi/2, {len(X_exact)} sign vectors: number from "
      f"{X_exact.min():.6f} to {X_exact.max():.6f}")
print(f"  sampled energy variance {sampled_energy:.3f} eV^2; "
      f"drop from phi = 0: {energy_drop:.4f} eV^2")

print("Relative error of the number from one sign vector")
for size in (20, 100, 400):
    P_size = chain(size, t, 0.0)[1].real
    relative = np.sqrt(formula["signs"](P_size)) / np.trace(P_size)
    assert abs(relative - np.sqrt(2 / size)) < 1e-9
    print(f"N = {size}: {100 * relative:.3f} %")

print("all assertions hold")
```

Running it gives:

```
Exact averages, no sampling (dimensionless)
A2 = [[2.0, 1.0], [1.0, 3.0]]
S4 = [[2, 1, 0, -1], [1, 3, 2, 0], [0, 2, 1, 1], [-1, 0, 1, 4]]
K4 = [[0, 2, -1, 0], [-2, 0, 1, 1], [1, -1, 0, 3], [0, -1, -3, 0]]
signs: mean A2 5.0000; variance A2 4.0000, S4 28.0000, S4+iK4 28.0000
Gaussian: mean A2 5.0000; variance A2 30.0000, S4 88.0000, S4+iK4 88.0000
phases: mean A2 5.0000; variance A2 2.0000, S4 14.0000, S4+iK4 46.0000
complex Gaussian: mean A2 5.0000; variance A2 15.0000, S4 44.0000, S4+iK4 76.0000
unequal Gaussian parts (variances 0.8, 0.2): kappa 2.3600, s 0.6000, variance S4+iK4 80.3200
roots of unity, order 3: variance S4+iK4 46.0000
roots of unity, order 4: variance S4+iK4 46.0000
nonsymmetric S4+K4, signs: variance 28.0000, unsymmetrized formula 92.0000
Hadamard columns on S4: values [16.0, 4.0, 12.0, 8.0]
Hadamard columns: mean 10.0000, variance 20.0000
Chain: N = 100 sites, t = 1.0 eV, spinless, half filled
electron number tr P = 50.0000
band energy tr PH = -63.3012 eV
sum of squared entries of P: diagonal 25.0000, off-diagonal 25.0000
sum of squared entries of PH: diagonal 40.1638 eV^2, off-diagonal 58.8362 eV^2
  off-diagonal part: odd distance 49.5000 eV^2, even distance 9.3362 eV^2
Sampling: 20000 vectors per law, batches of 20
signs: number variance 50.0000, sampled 50.074, sampled mean 50.005
  energy variance 117.6725 eV^2, sampled 117.569 eV^2
  batch-mean variance 2.581, predicted 2.500
  1 % error in number: 200.0 vectors, 200.0 real products
Gaussian: number variance 100.0000, sampled 99.429, sampled mean 50.082
  energy variance 198.0000 eV^2, sampled 197.175 eV^2
  batch-mean variance 4.981, predicted 5.000
  1 % error in number: 400.0 vectors, 400.0 real products
phases: number variance 25.0000, sampled 25.040, sampled mean 50.009
  energy variance 58.8362 eV^2, sampled 59.266 eV^2
  batch-mean variance 1.239, predicted 1.250
  1 % error in number: 100.0 vectors, 200.0 real products
complex Gaussian: number variance 50.0000, sampled 49.271, sampled mean 50.095
  energy variance 99.0000 eV^2, sampled 97.796 eV^2
  batch-mean variance 2.606, predicted 2.500
  1 % error in number: 200.0 vectors, 400.0 real products
Hopping phase phi: number and energy variance
phi = 0: signs 50.0000, phases 25.0000; energy, signs 117.6725 eV^2
phi = pi/4: signs 25.0000, phases 25.0000; energy, signs 50.2530 eV^2
phi = pi/2: signs 0.0000, phases 25.0000; energy, signs 18.6725 eV^2
phi = pi/2, 5000 sign vectors: number from 50.000000 to 50.000000
  sampled energy variance 17.976 eV^2; drop from phi = 0: 99.0000 eV^2
Relative error of the number from one sign vector
N = 20: 31.623 %
N = 100: 14.142 %
N = 400: 7.071 %
all assertions hold
```
